# Adiabatic current in an insulator as a Berry-curvature integral

## 1. What symmetry and dimensions allow

Let a crystal be changed slowly along a path labelled by $\lambda\in[0,1]$, for instance by moving one sublattice of ions. If the current is proportional to the speed $\dot\lambda$, its time integral is $\int F(\lambda)\,\dot\lambda\,dt=\int F\,d\lambda$, and the duration drops out. For one chain of atoms the transported charge divided by $e$ is a pure number. An integral $\int dk\,d\lambda$ gives a pure number if its integrand carries one inverse power of $k$ and one of $\lambda$, that is, one derivative with respect to each.

The simplest such quantity that does not depend on the phases of the occupied cell-periodic states $u_n$ is

$$Z_k=\sum_{n}^{\rm occ}\langle\partial_k u_n|(1-P)|\partial_\lambda u_n\rangle ,\qquad P=\sum_n^{\rm occ}|u_n\rangle\langle u_n| .$$

In a time-reversal-symmetric crystal without spin-orbit coupling one may take $u_{n,-k}=u_{nk}^*$. The sign of $\partial_k$ flips, so $Z_{-k}=-Z_k^*$. The real part of $Z_k$ is odd in $k$ and integrates to zero; the imaginary part is even and survives. The expected form is therefore a constant times $\int dk\,d\lambda\,\mathrm{Im}\,Z_k$.

This argument leaves two things open. Dimensionless ratios of band energies could multiply the terms, and the constant is unknown. The derivation below shows that the energies cancel, fixes the constant, and does not need time-reversal symmetry.

## 2. Statement and assumptions

The electron charge is $-e$ with $e>0$, $g=2$ counts spin, and $k$ is the component of $\mathbf k$ along $x$, the direction of the current. The result is

$$\boxed{\;\Delta P_{\rm el}=eg\int\!\frac{d^3k}{(2\pi)^3}\int_0^1\!d\lambda\;\Omega_{k\lambda},\qquad \Omega_{k\lambda}=-2\,\mathrm{Im}\sum_n^{\rm occ}\langle\partial_k u_n|\partial_\lambda u_n\rangle\;}$$

It holds to leading order in slowness under these conditions:

- The electrons are independent, and their Hamiltonian depends on time through $\lambda(t)$ alone. In a self-consistent theory this excludes extra potentials proportional to $\dot\lambda$.
- The cell is fixed and the macroscopic electric field is zero, so that Bloch's theorem holds at each $\lambda$.
- A gap separates the $N$ occupied bands from the empty ones at every $\mathbf k$ and $\lambda$.
- The motion starts from the ground state with $\dot\lambda=0$ and also ends smoothly.

Ion cores of charge $Z_je$ that move by $\Delta x_j$ in a cell of volume $V$ add $\Delta P_{\rm ion}=(e/V)\sum_jZ_j\Delta x_j$.

## 3. First-order response

**Velocity.** With $H_k=e^{-ikx}He^{ikx}$, differentiation gives

$$\partial_kH_k=e^{-ikx}(-ixH+iHx)e^{ikx}=e^{-ikx}\,i[H,x]\,e^{ikx}.$$

Since the velocity operator is $(i/\hbar)[H,x]$, it acts on cell-periodic states as $\hbar^{-1}\partial_kH_k$. The current density is

$$j=-\frac{eg}{\hbar}\int\!\frac{d^3k}{(2\pi)^3}\,\mathrm{Tr}(\rho_k\,\partial_kH_k),\tag{1}$$

where $\rho_k$ is the one-particle density matrix for one spin.

**One band.** Write the evolving state, apart from a phase, as $|n\rangle+\sum_{m\neq n}c_m|m\rangle$, with small $c_m$ that vary slowly. Projecting $i\hbar\partial_t\psi=H\psi$ on $|m\rangle$ gives, to first order, $i\hbar\dot\lambda\langle m|\partial_\lambda n\rangle+E_nc_m=E_mc_m$, hence

$$c_m=\frac{i\hbar\dot\lambda\,\langle m|\partial_\lambda n\rangle}{E_m-E_n}.\tag{2}$$

**Several bands.** Occupied bands may touch one another, and (2) then fails for pairs of occupied states. The density matrix avoids the difficulty. Put $\rho=P+\delta\rho$ into $i\hbar\dot\rho=[H,\rho]$. Because $[H,P]=0$, and because $\partial_t\delta\rho$ is of second order in slowness,

$$i\hbar\dot\lambda\,\partial_\lambda P=[H,\delta\rho].\tag{3}$$

The evolution preserves $\rho^2=\rho$, so to first order $\delta\rho=P\delta\rho+\delta\rho P$. In the occupied-occupied block this reads $X=2X$, in the empty-empty block $X=0$; both blocks vanish. For $n$ occupied and $m$ empty, (3) gives

$$\delta\rho_{mn}=\frac{i\hbar\dot\lambda\,\langle m|\partial_\lambda P|n\rangle}{E_m-E_n}.\tag{4}$$

The denominators in (4) are at least as large as the gap. For one band, $\langle m|\partial_\lambda P|n\rangle=\langle m|\partial_\lambda n\rangle$ and (4) reduces to (2).

**Zeroth order.** Differentiating $P^2=P$ gives $\partial P=P\,\partial P+\partial P\,P$. Multiplying by $P$ on both sides yields $P\,\partial P\,P=2P\,\partial P\,P$, so

$$P\,\partial P\,P=0,\tag{5}$$

and multiplying by $1-P$ on both sides shows that the empty-empty block vanishes too. Since $H$ has no block between occupied and empty states, $\mathrm{Tr}(H\partial_kP)=0$, and $\mathrm{Tr}(P\partial_kH)=\partial_k\mathrm{Tr}(PH)$. This is the derivative of the summed occupied band energy, which is periodic in $\mathbf k$. Its integral over the zone is zero, and with it the zeroth-order current.

## 4. Removing the energies and the empty states

Differentiate $[H,P]=0$ with respect to $k$: $[\partial_kH,P]+[H,\partial_kP]=0$. Between $\langle n|$ occupied and $|m\rangle$ empty, the first commutator gives $-\langle n|\partial_kH|m\rangle$, because $P|m\rangle=0$ and $\langle n|P=\langle n|$. Therefore

$$\langle n|\partial_kH|m\rangle=(E_n-E_m)\langle n|\partial_kP|m\rangle.\tag{6}$$

The product of (4) and (6) contains $(E_n-E_m)/(E_m-E_n)=-1$. No energy is left:

$$\delta\rho_{mn}\langle n|\partial_kH|m\rangle=-i\hbar\dot\lambda\,\langle n|\partial_kP|m\rangle\langle m|\partial_\lambda P|n\rangle .$$

The trace in (1) contains the sum of these terms and its complex conjugate, from $\delta\rho_{nm}$. Since $-iz+iz^*=2\,\mathrm{Im}\,z$ and $\sum_m^{\rm empty}|m\rangle\langle m|=1-P$,

$$\mathrm{Tr}(\delta\rho\,\partial_kH)=2\hbar\dot\lambda\,\mathrm{Im}\,\mathrm{Tr}\big[P\,\partial_kP\,(1-P)\,\partial_\lambda P\big].\tag{7}$$

By (5) the term with the inner $P$ is zero, which leaves $\mathrm{Tr}[P\,\partial_kP\,\partial_\lambda P]$. This is an expression in the occupied projector alone.

To write it with states, take any smooth orthonormal set spanning the occupied space. From $\partial_kP=\sum_{n'}(|\partial_kn'\rangle\langle n'|+|n'\rangle\langle\partial_kn'|)$ follows $\langle n|\partial_kP(1-P)=\langle\partial_kn|(1-P)$, so the trace in (7) equals $\sum_n\langle\partial_kn|(1-P)|\partial_\lambda n\rangle$. Here the $P$ part is

$$S=\sum_{nn'}\langle\partial_kn|n'\rangle\langle n'|\partial_\lambda n\rangle .$$

Orthonormality gives $\langle\partial_kn|n'\rangle=-\langle n|\partial_kn'\rangle$ and $\langle n'|\partial_\lambda n\rangle=-\langle\partial_\lambda n'|n\rangle$. Thus $S=\sum_{nn'}\langle\partial_\lambda n'|n\rangle\langle n|\partial_kn'\rangle$. Exchanging the names $n$ and $n'$ turns this into $S^*$. So $S$ is real and does not contribute:

$$\mathrm{Tr}(\delta\rho\,\partial_kH)=2\hbar\dot\lambda\,\mathrm{Im}\sum_n^{\rm occ}\langle\partial_kn|\partial_\lambda n\rangle=-\hbar\dot\lambda\,\Omega_{k\lambda}.$$

Inserted in (1), the two minus signs cancel and $\hbar$ drops out: $j=eg\dot\lambda\int d^3k\,\Omega_{k\lambda}/(2\pi)^3$. Integration over time with $\dot\lambda\,dt=d\lambda$ gives the boxed result.

The empty states have not become irrelevant physically. The current flows because electrons acquire a small admixture of them. Completeness lets the occupied space supply the same information through its rate of rotation.

## 5. Rigid shift, path dependence and failure

**Rigid shift.** Define $A_\mu=i\sum_n\langle u_n|\partial_\mu u_n\rangle$. The mixed second derivatives cancel in

$$\partial_kA_\lambda-\partial_\lambda A_k=i\sum_n\big(\langle\partial_ku_n|\partial_\lambda u_n\rangle-\langle\partial_\lambda u_n|\partial_ku_n\rangle\big)=\Omega_{k\lambda}.\tag{8}$$

Shift the whole potential of a chain of period $a$ by $s$. The plane-wave coefficients become $c_Ge^{-iGs}$, so $A_s=\sum_{nG}G|c_{nG}|^2$, while $A_k$ does not depend on $s$. Increasing $k$ by $b=2\pi/a$ relabels $G$ and lowers $A_s$ by $b$ for each occupied band. Hence $\int dk\,\Omega_{ks}=-Nb$, and the charge is

$$\frac{eg}{2\pi}\,s\,(-Nb)=-gNe\,\frac sa .$$

All electrons are carried along, with the correct sign. This fixes the constant left open in Section 1.

**Dependence on the path.** Choose phases smooth over the whole path with $u_{k+b}=e^{-ibx}u_k$. Then $A_\lambda$ is periodic in $k$, its term in (8) integrates to zero, and per chain

$$\Delta Q=-\frac{eg}{2\pi}\Big[\int_{-b/2}^{b/2}A_k\,dk\Big]_{\lambda=0}^{\lambda=1}.$$

The ends determine the answer except for the integer multiple of $2\pi$ by which each Berry phase may be redefined, hence a multiple of $ge$ in charge. Two paths with the same ends give the same $\Delta Q$ if one can be deformed into the other without closing the gap, since a continuous quantity cannot jump by $ge$.

**Failure.** If the gap closes, the denominators in (4) vanish and the adiabatic expansion breaks down. In a finite field the states are at best long-lived resonances, and the field adds its own dielectric polarization. If the cell changes shape, the fixed-cell current used here must be supplemented by a stated convention for the strain.

## 6. Evaluation on a mesh

Derivatives of numerically diagonalized states are unusable because their phases are arbitrary. Use overlaps between neighbouring mesh points $q,q'$ in the $(k,\lambda)$ plane,

$$L(q,q')=\det_{nn'}\langle u_n(q)|u_{n'}(q')\rangle\simeq e^{-iA\cdot(q'-q)} .$$

Around a small rectangle traversed first along $+k$, then $+\lambda$, then back, the product of the four links has phase $-\Omega_{k\lambda}\,\delta k\,\delta\lambda$. Arbitrary phases and rotations within the occupied space cancel, because every corner enters once as bra and once as ket. The flux is

$$\Phi=-\sum_{\rm rectangles}\arg(L_1L_2L_3L_4),\qquad \Delta Q=\frac{eg}{2\pi}\Phi .$$

The mesh must be fine enough that each rectangle carries a phase well below $\pi$ in magnitude; otherwise multiples of $2\pi$ are lost. Reversing the order of the two axes reverses the sign. For a three-dimensional crystal, repeat this for each transverse wave vector and average; dividing by the cross-section $A_c$ of the cell gives $\Delta P$.

## 7. Worked example: a polar chain

Parallel independent chains have period $a=0.5$ nm and cross-section $A_c=0.065$ nm² each. The electrons move in

$$V(x)=-\sum_j\Big[V_Ae^{-(x-u-ja)^2/2w^2}+V_Ce^{-(x-a/2-ja)^2/2w^2}\Big],$$

with $w=0.05$ nm and a cation depth $V_C=4$ eV. The anion depth $V_A=14.464$ eV is set so that the gap is 5.7 eV at $u=0$. Two electrons per cell fill the lowest band. The cation core, of charge $+2e$, is fixed and the anion core is neutral, so there is no ionic current. The anion moves from $u=+0.04$ to $-0.04$ nm; the gap stays between 5.70 and 5.80 eV.

**Charge and polarization.** With 21 plane waves and a mesh of 200 by 16 rectangles, the flux is $\Phi=1.10342$. Hence

$$\Delta Q=\frac{2\times1.10342}{2\pi}\,e=0.35123\,e,$$

$$\Delta P=\frac{0.35123}{0.065}\,\frac{e}{\rm nm^2}\times16.022\,\frac{\rm \mu C/cm^2}{e/\rm nm^2}=86.6\ \rm\mu C/cm^2 .$$

The end states are mirror images, so the spontaneous polarization is half of this, 43.3 µC/cm². The quantum $ge/A_c$ is 493 µC/cm², far larger than the switched value.

**Occupied against empty states.** The first-order sum over all 20 empty bands of the basis also gives $0.35123\,e$. Cut short, it gives 59.7 % of the charge with one empty band, about 93 % with two and 98.5 % with three. The occupied-state form has no such cut-off. A detour in which the cation moves out by 0.03 nm and returns gives the same $0.35123\,e$. Shifting both wells together by 0.13 of a cell gives $-0.26000\,e$, as Section 5 requires. A separate four-band model with two exactly degenerate occupied bands tested the multiband form: at three points, overlap loops and the sum over empty states agreed to $4\times10^{-7}$ relative to the norm of the latter.

**Finite speed.** The Schrödinger equation was also integrated in time, with $u(t)=0.04\,(1-2s)$ nm, $s=10\tau^3-15\tau^4+6\tau^5$ and $\tau=t/T$. Errors are relative to the Berry-flux charge; the last column is the excitation probability left at the end, averaged over $k$.

| $T$ (fs) | charge ($e$) | error | excited |
|---|---|---|---|
| 0.5 | 0.4414 | 26 % | $8\times10^{-2}$ |
| 1 | 0.35660 | 1.5 % | $4\times10^{-3}$ |
| 2 | 0.35145 | 0.06 % | $1\times10^{-5}$ |
| 4 | 0.35117 | 0.02 % | $5.5\times10^{-7}$ |
| 8 | 0.35124 | 0.003 % | $9\times10^{-9}$ |

The deviation changes sign between 2 and 4 fs and again by 8 fs, so a single small error does not prove slowness; the remaining excitation, which cannot be negative and falls from each row of the table to the next, is a useful second measure. Time integration needs care too. The program holds the Hamiltonian constant within each step of 0.01 fs, so the slope of the current jumps from one step to the next. Summing the current at step ends alone then leaves an error of 0.2 % at 8 fs, against 0.003 % when the middle of each step is included. The cause is the stepwise Hamiltonian; for a smoothly varying one, the same sampling interval is fine enough.

Equation (2) can be examined directly halfway through the 8 fs ramp. Its admixture of the lowest empty band differs from the evolved one by 1.7 % in norm over $k$. The currents are 0.08203 $e$/fs from first order and 0.08198 $e$/fs from the evolution.

**Dynamical charge.** The charge carried per unit anion displacement, times $a$, defines $Z^*$, here $-2.19$ at $u=0$ and $-2.21$ at $u=-0.04$ nm. It gives a quick estimate of the switched charge: $-2.19\times(-0.08)/0.5=0.350$ in units of $e$.

Two limits put this in context. If the electrons were tightly bound to the anion they would move rigidly with it, and $Z^*=-2$. In the opposite limit of a weak potential, keep its first harmonic:

$$-2v_A\cos b(x-u)+2v_C\cos bx\simeq-2(v_A-v_C)\cos b(x-x_0),\qquad x_0=\frac{v_A}{v_A-v_C}\,u ,$$

for small $u$, where the plus sign arises because the cation sits at $a/2$. The potential is then a rigidly shifted cosine, and the electrons follow $x_0$, which moves faster than the anion. Equal widths make $v_A/v_C=V_A/V_C$, so $Z^*=-2\times14.464/10.464=-2.76$. The computed value lies between the two limits, nearer to tight binding.

## 8. Comparison with hafnia capacitors

The gap, the cell length and the displacement are rough values for polar hafnia, in which half of the oxygen ions carry the polar shift; the chain area allots one chain to each such ion in the cross-section. The result, 43 µC/cm², is of the size usually computed for a single crystal of the polar phase, roughly 50 µC/cm². Since the model has adjustable wells, this shows a sensible parameter regime and is no prediction. One assumption that polycrystalline films break is a common polar axis. If the axes are randomly oriented and every grain switches fully to the nearer of its two directions, the average is $\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=1/2$, which lowers the value to 21.6 µC/cm². Measured remanent values for films are roughly 10 to 30 µC/cm². The averaged value lies within this range, but that does not show that orientation is the only cause of the difference from a single crystal: non-polar grains and incomplete switching also lower the measured values.

The other omissions can be sized with rough inputs:

- **Field.** At 2 MV/cm and a relative permittivity of 30, the linear dielectric polarization $\varepsilon_0(\varepsilon_r-1)F$ is 5.1 µC/cm². It disappears when the field is removed. The charge measured on the electrodes under bias also contains $\varepsilon_0F$, so the linear part to be subtracted from it is $\varepsilon_0\varepsilon_rF$, or 5.3 µC/cm².
- **Well depth.** Making the anion well 1 eV shallower or deeper, with the path and the cation well fixed, changes the charge by $+2.0$ % or $-1.5$ %. This measures the sensitivity to one parameter only. It does not size the transverse dispersion or confinement, which the independent chains lack and which can shift the charge by more than this; that needs a three-dimensional band structure.
- **Temperature.** At 358 K an oxygen oscillator of quantum 0.04 eV has an rms displacement of 0.0076 nm. Averaging the curved $P(u)$ over it, as if all anions moved together, changes $P$ by 0.01 µC/cm²; a thermal change of the mean position is not included. The carrier factor $e^{-E_g/2k_BT}$ is about $10^{-40}$.
- **Tunnelling.** A two-band estimate, $\exp[-\pi E_g^2/(4\hbar v\,eF)]$ with the free-electron slope at the zone edge for $\hbar v$, has an exponent of magnitude 266 at 2 MV/cm and 107 at a breakdown field of about 5 MV/cm. This nearly-free-electron formula is stretched here, since the gap exceeds the free-electron energy at the zone edge (1.5 eV). Integrating the decay constant of the chain's own complex band across the gap gives about 250 and 100, some 5 % less. Either way tunnelling is negligible in the ideal crystal; leakage through defects is outside the model.
- **Speed.** For switching in 1 ns, $\hbar/(E_gT)$ is $1.2\times10^{-7}$, so the adiabatic expansion is well justified.

Electron-electron interaction beyond the given potential is not sized here. In a real material the potential along the path should come from a self-consistent calculation at zero macroscopic field, after which the mesh formula of Section 6 applies to the occupied orbitals and the ionic term of Section 2 is added. With ultrasoft or projector-augmented-wave potentials the overlaps must include the augmentation terms. The remaining values are in the numerical output below.

## Computed results

```
cell length 0.5 nm; area per chain 0.065 nm^2
well width 0.05 nm; cation well depth 4.0 eV
anion well depth, solved for the gap: 14.464 eV
anion path: 0.04 nm to -0.04 nm
smallest gap on path 5.700 eV; largest 5.797 eV
charge per chain, occupied-state Berry flux: 0.351230 e
Berry flux itself: 1.103422 rad
charge per chain, sum over empty bands: 0.351230 e
charge per chain, detour with same ends: 0.351230 e
share from lowest 1 empty band(s): 59.65 %
share from lowest 2 empty band(s): 93.23 %
share from lowest 3 empty band(s): 98.49 %
share from lowest 5 empty band(s): 99.94 %
ramp 0.5 fs: charge 0.441371 e, rel. error 2.6e-01, excited 8.4e-02
ramp 1 fs: charge 0.356595 e, rel. error 1.5e-02, excited 3.9e-03
ramp 2 fs: charge 0.351451 e, rel. error 6.3e-04, excited 1.3e-05
ramp 4 fs: charge 0.351173 e, rel. error 1.6e-04, excited 5.5e-07
ramp 8 fs: charge 0.351242 e, rel. error 3.3e-05, excited 8.6e-09
8 fs ramp, rel. error with trapezoid rule instead: 2.1e-03
mid-ramp current, 8 fs, real time: 0.08198 e/fs
mid-ramp current, 8 fs, first order: 0.08203 e/fs
relative error of first-order admixture, 8 fs: 1.7e-02
local curvature at k=5.027 1/nm, u=0.02 nm, loop: -1.37959
local curvature at the same point, empty-band sum: -1.37959
degenerate occupied pair, relative mismatch: 4.3e-07
rigid shift by 0.13 cell: -0.260000 e
rigid shift by one cell: -2.000000 e
anion dynamical charge at u=0: -2.187 e
anion dynamical charge at u=-0.04 nm: -2.210 e
conversion: 1 e/nm^2 = 16.0218 uC/cm^2
polarization quantum g e/area: 493.0 uC/cm^2
switched polarization: 86.57 uC/cm^2
spontaneous polarization (half): 43.29 uC/cm^2
random grain axes: factor 0.500, 21.6 uC/cm^2
rough inputs: drive 2.0 MV/cm, breakdown 5.0 MV/cm, eps_r 30
rough inputs: 358 K, phonon 0.04 eV, switching 1 ns
linear dielectric charge at drive field: 5.14 uC/cm^2
thermal rms anion displacement: 0.0076 nm
thermal change of polarization: 0.013 uC/cm^2
tunnelling exponent at drive: 266; at breakdown: 107
log10 of thermal carrier factor exp(-gap/2kT): -40.1
slowness hbar/(gap x switching time): 1.2e-07
charge change, anion well 1 eV shallower: 1.98 %
charge change, anion well 1 eV deeper: -1.54 %
```
